# Hyperconjugation or Pauli repulsion in ethane: what a reference state decides: verification in Python

```python
"""Result under test: one Hartree-Fock wavefunction of ethane gives different
causes of its rotational barrier in two localized-reference analyses.
  E       : RHF energy; barrier = E(eclipsed) - E(staggered)
  NBO     : orthogonal natural bond orbitals; vicinal CH -> CH* deletion
  BLOCK   : variational determinant whose e-type orbitals stay on one methyl,
            nonorthogonal between methyls; a1-type orbitals are unrestricted
  Pauli   : BLOCK energy minus energy of the same orbitals with added densities
            and without exchange between the e orbitals of the two methyls
  hyperconjugation contribution = barrier(E) - barrier(reference energy)
Algebra is in atomic units; printed energies are in eV, lengths in angstrom.
"""
import numpy as np
from scipy.linalg import eigh, null_space, sqrtm
from scipy import constants as const
from pyscf import gto, scf, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
KJ = const.e * const.N_A / 1000.0
CC, CH, ANGLE, STRETCH = 1.53, 1.09, 111.0, 0.015


def inv_sqrt(matrix):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors / np.sqrt(values)) @ vectors.T


def density(orbitals, S):
    """Closed-shell density of possibly nonorthogonal filled orbitals."""
    metric = orbitals.T @ S @ orbitals
    return 2.0 * orbitals @ np.linalg.solve(metric, orbitals.T)


# ---------- two-level model: filled b, empty a ----------
def two_level(scale, eb=-15.0, ea=5.0, s0=0.1, K0=-1.5):
    s, K, gap = scale * s0, scale * K0, ea - eb
    beta = K + eb * s
    F = np.array([[eb, beta], [beta, ea]])
    S = np.array([[1.0, s], [s, 1.0]])
    root = eigh(F, S, eigvals_only=True)[0]
    X = np.linalg.inv(np.real(sqrtm(S)))
    level = (X @ F @ X)[0, 0]
    closed = (((eb + ea) / 2 - s * beta) / (1 - s * s)
              - gap / 2 / np.sqrt(1 - s * s))
    assert abs(level - closed) < 1e-10
    exact = np.array([2 * (root - eb), 2 * (root - level), 2 * (level - eb)])
    second = np.array([-2 * K**2 / gap, -2 * (K - s * gap / 2)**2 / gap,
                       -2 * K * s + s * s * gap / 2])
    return exact, second


model_exact, model_second = two_level(1.0)
err_big = np.subtract(*two_level(0.2))
err_small = np.subtract(*two_level(0.1))
# Errors of a correct second-order formula are of fourth order.
assert np.all(np.abs(err_big / err_small - 16.0) < 1.5)

eps, beta, ov = -15.0, -5.0, 0.2
levels = eigh([[eps, beta], [beta, eps]], [[1, ov], [ov, 1]],
              eigvals_only=True)
pauli_model = 2 * levels.sum() - 4 * eps
assert abs(pauli_model + 4 * ov * (beta - eps * ov) / (1 - ov**2)) < 1e-10


# ---------- ethane: geometry and symmetry ----------
def ethane(basis, twist, cc):
    t = np.radians(ANGLE)
    radius, outward = CH * np.sin(t), -CH * np.cos(t)
    atoms = []
    for side, start in ((-1, 0.0), (1, twist)):
        atoms.append(["C", (0.0, 0.0, side * cc / 2)])
        for k in range(3):
            a = np.radians(start + 120 * k)
            atoms.append(["H", (radius * np.cos(a), radius * np.sin(a),
                                side * (cc / 2 + outward))])
    return gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)


def ao_table(mol):
    """(atom, angular momentum, radial counter, m) of each basis function."""
    order = {0: [0], 1: [1, -1, 0], 2: [-2, -1, 0, 1, 2]}
    table, count = [], {}
    for shell in range(mol.nbas):
        atom, l = int(mol.bas_atom(shell)), int(mol.bas_angular(shell))
        for _ in range(int(mol.bas_nctr(shell))):
            n = count.get((atom, l), 0)
            count[(atom, l)] = n + 1
            table += [(atom, l, n, m) for m in order[l]]
    return table


def symmetry_blocks(table, S):
    """Bases of the a1 space and of the e spaces of the two methyls."""
    image = {0: 0, 1: 2, 2: 3, 3: 1, 4: 4, 5: 6, 6: 7, 7: 5}
    place = {label: i for i, label in enumerate(table)}
    R = np.zeros_like(S)
    angle = 2 * np.pi / 3
    for i, (atom, l, n, m) in enumerate(table):
        k = abs(m)
        R[place[(image[atom], l, n, m)], i] = np.cos(k * angle)
        if m != 0:
            R[place[(image[atom], l, n, -m)], i] = (np.sign(m)
                                                  * np.sin(k * angle))
    assert np.allclose(R.T @ S @ R, S, atol=1e-9)
    PA = (np.eye(len(S)) + R + R @ R) / 3
    values, vectors = np.linalg.eigh((PA + PA.T) / 2)
    a1, e_blocks = vectors[:, values > 0.5], []
    for left in (True, False):
        idx = [i for i, t in enumerate(table) if (t[0] < 4) == left]
        values, vectors = np.linalg.eigh(np.eye(len(idx))
                                         - PA[np.ix_(idx, idx)])
        U = np.zeros((len(S), int(np.sum(values > 0.5))))
        U[idx] = vectors[:, values > 0.5]
        e_blocks.append(U)
    return a1, e_blocks[0], e_blocks[1]


def block_scf(bases, counts, S, energy_fock, D_start):
    """Minimize the energy with each orbital set confined to its own basis."""
    F = energy_fock(D_start)[1]
    sets = [U @ eigh(U.T @ F @ U, U.T @ S @ U)[1][:, :n]
            for U, n in zip(bases, counts)]
    D, change = density(np.hstack(sets), S), 1.0
    for _ in range(300):
        F = 0.7 * energy_fock(D)[1] + 0.3 * F
        for k, (U, n) in enumerate(zip(bases, counts)):
            others = np.hstack([c for j, c in enumerate(sets) if j != k])
            V = U - 0.5 * density(others, S) @ S @ U
            sets[k] = U @ eigh(V.T @ F @ V, V.T @ S @ V)[1][:, :n]
        D_new = density(np.hstack(sets), S)
        change, D = np.linalg.norm(D_new - D), D_new
        if change < 1e-8:
            break
    assert change < 1e-8
    sets = [c @ inv_sqrt(c.T @ S @ c) for c in sets]
    return energy_fock(D)[0], sets


# ---------- natural atomic and natural bond orbitals ----------
def natural_atomic_orbitals(table, S, D):
    P = S @ D @ S
    main, rest, weights, own_main, own_rest = [], [], [], [], []
    for atom, l in sorted({t[:2] for t in table}):
        groups = [[i for i, t in enumerate(table)
                   if t[:2] == (atom, l) and t[3] == m]
                  for m in range(-l, l + 1)]
        P_mean = np.mean([P[np.ix_(g, g)] for g in groups], axis=0)
        S_mean = np.mean([S[np.ix_(g, g)] for g in groups], axis=0)
        occ, vec = eigh(P_mean, S_mean)
        occ, vec = occ[::-1], vec[:, ::-1]
        keep = {0: 2, 1: 1}.get(l, 0) if atom in (0, 4) else int(l == 0)
        for k in range(len(occ)):
            for g in groups:
                column = np.zeros(len(S))
                column[g] = vec[:, k]
                if k < keep:
                    main.append(column)
                    weights.append(occ[k])
                    own_main.append(atom)
                else:
                    rest.append(column)
                    own_rest.append(atom)
    M = np.array(main).T * np.array(weights)
    M = M @ inv_sqrt(M.T @ S @ M)
    if rest:
        Y = np.array(rest).T
        Y = Y - M @ (M.T @ S @ Y)
        M = np.hstack([M, Y @ inv_sqrt(Y.T @ S @ Y)])
    return M, np.array(own_main + own_rest)


def natural_bond_orbitals(table, S, D):
    """Order: 2 cores, 3+3 CH, CC, 3+3 CH*, CC*, remaining orbitals."""
    N, owner = natural_atomic_orbitals(table, S, D)
    assert np.allclose(N.T @ S @ N, np.eye(len(S)), atol=1e-8)
    P = N.T @ S @ D @ S @ N
    depleted, hybrids = P.copy(), {a: [] for a in range(8)}
    for c in (0, 4):
        idx = np.where(owner == c)[0]
        occ, vec = np.linalg.eigh(P[np.ix_(idx, idx)])
        core = np.zeros(len(S))
        core[idx] = vec[:, -1]
        hybrids[c].append(core)
        depleted -= occ[-1] * np.outer(core, core)
    pairs = [(0, 1), (0, 2), (0, 3), (4, 5), (4, 6), (4, 7), (0, 4)]
    slots = []
    for a, b in pairs:
        idx = np.where((owner == a) | (owner == b))[0]
        top = np.zeros(len(S))
        top[idx] = np.linalg.eigh(depleted[np.ix_(idx, idx)])[1][:, -1]
        slots.append((len(hybrids[a]), len(hybrids[b])))
        for atom in (a, b):
            part = np.where(owner == atom, top, 0.0)
            hybrids[atom].append(part / np.linalg.norm(part))
    for atom in hybrids:
        H = np.array(hybrids[atom]).T
        hybrids[atom] = H @ inv_sqrt(H.T @ H)
    bonds, antibonds = [], []
    for (a, b), (i, j) in zip(pairs, slots):
        H = np.column_stack([hybrids[a][:, i], hybrids[b][:, j]])
        both = H @ np.linalg.eigh(H.T @ P @ H)[1]
        first = [t[0] for t in table].index(b)
        both = both * np.where((N @ both)[first] < 0, -1.0, 1.0)
        bonds.append(both[:, 1])
        antibonds.append(both[:, 0])
    Z = np.array([hybrids[0][:, 0], hybrids[4][:, 0]] + bonds + antibonds).T
    if Z.shape[1] < len(S):
        Z = np.hstack([Z, null_space(Z.T)])
    assert np.allclose(Z.T @ Z, np.eye(len(S)), atol=1e-8)
    lewis_fraction = np.trace(Z[:, :9].T @ P @ Z[:, :9]) / 18.0
    return N @ Z, lewis_fraction


def analyse(basis, twist, cc=CC):
    mol = ethane(basis, twist, cc)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    E = mf.kernel()
    assert mf.converged
    S, h, D = mf.get_ovlp(), mf.get_hcore(), mf.make_rdm1()
    D = np.array(D)
    eri, nuclear = mol.intor("int2e", aosym="s8"), mol.energy_nuc()

    def energy_fock(dm):
        J, K = scf.hf.dot_eri_dm(eri, dm, hermi=1)
        two = J - 0.5 * K
        return nuclear + np.sum(dm * (h + 0.5 * two)), h + two

    table = ao_table(mol)
    a1, left, right = symmetry_blocks(table, S)
    out = {"E": E}

    # Nonorthogonal methyl reference and its Pauli term.
    merged = block_scf([a1, np.hstack([left, right])], [5, 4],
                       S, energy_fock, D)[0]
    assert abs(merged - E) < 1e-8
    E_block, (TA, TL, TR) = block_scf([a1, left, right], [5, 2, 2],
                                      S, energy_fock, D)
    assert E_block > E
    rng = np.random.default_rng(3)
    for _ in range(3):
        x = rng.normal(size=(left.shape[1], 2))
        step = 1e-4 * left @ (x / np.linalg.norm(x))
        up, down = [energy_fock(density(np.hstack([TA, TL + q * step, TR]),
                                        S))[0] for q in (1, -1)]
        assert abs(up - down) / 2e-4 < 2e-6
        assert up + down - 2 * E_block > 0
    DL, DR = density(TL, S), density(TR, S)
    exchange_LR = np.sum(DL * scf.hf.dot_eri_dm(eri, DR, hermi=1)[1])
    product = energy_fock(density(TA, S) + DL + DR)[0] + 0.5 * exchange_LR
    out.update(block=E_block, pauli=E_block - product, classical=product)
    out["ff"] = np.linalg.svd(TL.T @ S @ TR, compute_uv=False)[0]

    # Orthogonal bond-orbital references from the same density.
    Z, out["lewis_fraction"] = natural_bond_orbitals(table, S, D)
    F = Z.T @ energy_fock(D)[1] @ Z

    def determinant_energy(fock):
        C = Z @ np.linalg.eigh(fock)[1][:, :9]
        return energy_fock(density(C, S))[0]

    assert abs(determinant_energy(F) - E) < 1e-8
    F_all, F_e, mean = F.copy(), F.copy(), np.ones((3, 3)) / 3
    for donor, acceptor in ((slice(2, 5), slice(12, 15)),
                            (slice(5, 8), slice(9, 12))):
        F_all[donor, acceptor] = 0.0
        F_all[acceptor, donor] = 0.0
        kept = mean @ F[donor, acceptor] @ mean
        F_e[donor, acceptor] = kept
        F_e[acceptor, donor] = kept.T
    out["nbo"] = determinant_energy(F_all)
    out["nbo_e"] = determinant_energy(F_e)
    out["lewis"] = energy_fock(density(Z[:, :9], S))[0]
    assert min(out["nbo"], out["nbo_e"], out["lewis"]) > E

    # One change only: orthogonalize the filled methyl orbitals with empty ones.
    if basis == "sto-3g":
        empty = []
        for U, T in ((left, TL), (right, TR)):
            V = U @ null_space(T.T @ S @ U)
            empty.append(V @ inv_sqrt(V.T @ S @ V))
        filled = np.hstack([TL, TR])
        mutual = filled @ inv_sqrt(filled.T @ S @ filled)
        same = energy_fock(density(TA, S) + 2 * mutual @ mutual.T)[0]
        assert abs(same - E_block) < 1e-8
        G = np.hstack([filled] + empty)
        G = G @ inv_sqrt(G.T @ S @ G)
        out["mixed"] = energy_fock(density(np.hstack([TA, G[:, :4]]), S))[0]
        out["fe"] = np.linalg.svd(TL.T @ S @ empty[1], compute_uv=False)[0]
    return out


def contributions(stag, ecl):
    d = {k: (ecl[k] - stag[k]) * EV for k in stag}
    for name in ("block", "nbo", "nbo_e", "lewis", "mixed"):
        if name in d:
            d["hc_" + name] = d["E"] - d[name]
    return d


states, parts = {}, {}
for basis in ("sto-3g", "6-31g", "6-31g*"):
    states[basis] = (analyse(basis, 60.0), analyse(basis, 0.0))
    parts[basis] = contributions(*states[basis])
    assert parts[basis]["E"] > 0
    assert parts[basis]["hc_nbo"] > parts[basis]["hc_block"]

stag, ecl = states["6-31g*"]
p = parts["6-31g*"]
assert p["hc_nbo"] > 0.5 * p["E"]
assert p["hc_block"] < 0.5 * p["E"]
assert p["pauli"] > p["hc_block"]
assert p["hc_nbo_e"] > p["hc_block"]
assert min(stag["lewis_fraction"], ecl["lewis_fraction"]) > 0.99
m = parts["sto-3g"]
assert m["hc_mixed"] > m["hc_block"]
longer = contributions(stag, analyse("6-31g*", 0.0, CC + STRETCH))

print("MODEL: eb=-15, ea=5, K=-1.5 eV, s=0.1")
for label, x, y in zip(("delocalization, nonorthogonal",
                        "delocalization, orthogonal",
                        "rise of orthogonal reference"),
                       model_exact, model_second):
    print(f"{label}: exact {x:.4f}, 2nd order {y:.4f} eV")
print(f"Pauli model: eps {eps:.1f}, beta {beta:.1f} eV, s {ov:.1f}")
print(f"Pauli model rise: {pauli_model:.4f} eV")
print(f"ETHANE: CC {CC:.3f}, CH {CH:.3f} angstrom, HCC {ANGLE:.0f} deg")
print("RHF/6-31G*, rigid rotation")
print(f"E staggered: {stag['E'] * EV:.4f} eV")
print(f"E eclipsed:  {ecl['E'] * EV:.4f} eV")
print(f"barrier: {p['E']:.4f} eV = {p['E'] * KJ:.2f} kJ/mol")
print("Reference energy above E: staggered, eclipsed (eV)")
for key, label in (("block", "methyl block"), ("nbo", "NBO vicinal deletion"),
                   ("nbo_e", "NBO vicinal, e part"),
                   ("lewis", "NBO full Lewis")):
    print(f"  {label}: {(stag[key] - stag['E']) * EV:.4f}, "
          f"{(ecl[key] - ecl['E']) * EV:.4f}")
print("Hyperconjugation part of barrier (eV, % of barrier)")
for key, label in (("hc_block", "methyl block"),
                   ("hc_nbo", "NBO vicinal deletion"),
                   ("hc_nbo_e", "NBO vicinal, e part"),
                   ("hc_lewis", "NBO full Lewis")):
    print(f"  {label}: {p[key]:.4f}, {100 * p[key] / p['E']:.1f}%")
print("Barrier left in the reference (eV)")
print(f"  methyl block {p['block']:.4f}, NBO vicinal {p['nbo']:.4f}")
print("Methyl-block division of the barrier (eV)")
print(f"  Pauli {p['pauli']:.4f}, quasiclassical {p['classical']:.4f}, "
      f"hyperconj. {p['hc_block']:.4f}")
print(f"Pauli energy: staggered {stag['pauli'] * EV:.4f}, "
      f"eclipsed {ecl['pauli'] * EV:.4f} eV")
print(f"filled-filled e overlap: staggered {stag['ff']:.4f}, "
      f"eclipsed {ecl['ff']:.4f}")
print(f"Lewis occupancy: staggered {100 * stag['lewis_fraction']:.2f}%, "
      f"eclipsed {100 * ecl['lewis_fraction']:.2f}%")
print("Basis: barrier, Pauli, block hyperconj., NBO hyperconj. (eV)")
for basis, q in parts.items():
    print(f"  {basis}: {q['E']:.4f}, {q['pauli']:.4f}, "
          f"{q['hc_block']:.4f}, {q['hc_nbo']:.4f}")
print("STO-3G, filled methyl orbitals orthogonalized with empty ones")
print(f"  hyperconj. before {m['hc_block']:.4f}, "
      f"after {m['hc_mixed']:.4f} eV")
print(f"  share before {100 * m['hc_block'] / m['E']:.1f}%, "
      f"after {100 * m['hc_mixed'] / m['E']:.1f}%")
ms, me = states["sto-3g"]
print(f"  reference rise: staggered {(ms['mixed'] - ms['block']) * EV:.4f}, "
      f"eclipsed {(me['mixed'] - me['block']) * EV:.4f} eV")
print(f"  filled-empty overlap: staggered {ms['fe']:.4f}, "
      f"eclipsed {me['fe']:.4f}")
print(f"Eclipsed CC lengthened by {STRETCH:.3f} angstrom, 6-31G* (eV)")
print(f"  barrier {longer['E']:.4f}, Pauli {longer['pauli']:.4f}, "
      f"quasiclassical {longer['classical']:.4f}")
print(f"  hyperconj.: block {longer['hc_block']:.4f}, "
      f"NBO {longer['hc_nbo']:.4f}")
print("done: every assertion held")
```

Printed output:

```
MODEL: eb=-15, ea=5, K=-1.5 eV, s=0.1
delocalization, nonorthogonal: exact -0.2205, 2nd order -0.2250 eV
delocalization, orthogonal: exact -0.6248, 2nd order -0.6250 eV
rise of orthogonal reference: exact 0.4043, 2nd order 0.4000 eV
Pauli model: eps -15.0, beta -5.0 eV, s 0.2
Pauli model rise: 1.6667 eV
ETHANE: CC 1.530, CH 1.090 angstrom, HCC 111 deg
RHF/6-31G*, rigid rotation
E staggered: -2155.9081 eV
E eclipsed:  -2155.7700 eV
barrier: 0.1381 eV = 13.32 kJ/mol
Reference energy above E: staggered, eclipsed (eV)
  methyl block: 0.2743, 0.2554
  NBO vicinal deletion: 0.8264, 0.6366
  NBO vicinal, e part: 0.6970, 0.5051
  NBO full Lewis: 1.7445, 1.5615
Hyperconjugation part of barrier (eV, % of barrier)
  methyl block: 0.0189, 13.7%
  NBO vicinal deletion: 0.1898, 137.5%
  NBO vicinal, e part: 0.1919, 139.0%
  NBO full Lewis: 0.1830, 132.5%
Barrier left in the reference (eV)
  methyl block 0.1192, NBO vicinal -0.0517
Methyl-block division of the barrier (eV)
  Pauli 0.1384, quasiclassical -0.0192, hyperconj. 0.0189
Pauli energy: staggered 1.1947, eclipsed 1.3331 eV
filled-filled e overlap: staggered 0.1472, eclipsed 0.1546
Lewis occupancy: staggered 99.72%, eclipsed 99.77%
Basis: barrier, Pauli, block hyperconj., NBO hyperconj. (eV)
  sto-3g: 0.1315, 0.1151, 0.0286, 0.1462
  6-31g: 0.1282, 0.1311, 0.0181, 0.1893
  6-31g*: 0.1381, 0.1384, 0.0189, 0.1898
STO-3G, filled methyl orbitals orthogonalized with empty ones
  hyperconj. before 0.0286, after 0.2341 eV
  share before 21.7%, after 178.1%
  reference rise: staggered 0.8088, eclipsed 0.6033 eV
  filled-empty overlap: staggered 0.0793, eclipsed 0.0675
Eclipsed CC lengthened by 0.015 angstrom, 6-31G* (eV)
  barrier 0.1345, Pauli 0.0657, quasiclassical 0.0327
  hyperconj.: block 0.0360, NBO 0.2313
done: every assertion held
```
